# Surface-Diffusion Breakup of a Solid Cylinder: The Fastest Linear Wavelength, part 1

(Sections cited here and not found follow in the second part.)

## 1. From surface energy to the growth law

### Definitions and conventions

A solid cylinder of radius \(R\) lies along the \(z\) axis. Its surface is described by the distance \(r\) from the axis, as a function of \(z\), of the azimuthal angle \(\phi\) where needed, and of time \(t\). The unit normal \(\mathbf n\) points out of the solid, and \(v_n\) is the speed of the surface along \(\mathbf n\), positive where material is added. The curvature \(\kappa\) is the sum of the two principal curvatures, with the sign that makes it positive for a convex solid. The unperturbed cylinder therefore has \(\kappa=1/R\), and a sphere of radius \(a\) has \(\kappa=2/a\).

The material enters through these quantities:

- \(\gamma\) is the surface energy per area, taken as independent of orientation until Section 2.
- \(\Omega\) is the volume per atom, and \(\nu\) is the number of surface atoms per area.
- \(D_s\) is the mass-transfer surface diffusivity, referred to all \(\nu\) surface atoms. If a few mobile adatoms carry the flux, \(D_s\nu\) equals the adatom diffusivity times the adatom density.
- \(T\) is the temperature and \(k_B\) is Boltzmann's constant.

A ripple has wavelength \(\lambda\), wavenumber \(k=2\pi/\lambda\) and reduced wavenumber \(q=kR\). Its amplitude \(\varepsilon\) is small: \(\varepsilon\ll R\) and \(k\varepsilon\ll1\).

The model is an infinitely long, free-standing cylinder at uniform temperature. Atoms move along the surface and nowhere else. There is no electric current, substrate, coating, mechanical stress or grain boundary. The result to be derived is that the ripple with the largest linear growth rate has wavelength \(2\sqrt2\,\pi R\).

### The chemical potential of a curved surface

Let the surface move outward by a small distance \(\delta n\), which may vary from place to place. Consider a surface element with sides \(d\ell_1\) and \(d\ell_2\) along the principal directions, where the curvatures are \(\kappa_1\) and \(\kappa_2\). An arc of radius \(1/\kappa_1\) becomes an arc of radius \(1/\kappa_1+\delta n\), so its length is multiplied by \(1+\kappa_1\delta n\). The same holds for the other side. The area of the element becomes

\[
(1+\kappa_1\delta n)(1+\kappa_2\delta n)\,d\ell_1d\ell_2
\simeq(1+\kappa\,\delta n)\,d\ell_1d\ell_2 .
\]

The tilt caused by gradients of \(\delta n\) changes the area at second order and drops out here. The energy change and the added volume are

\[
\delta E=\gamma\int\kappa\,\delta n\,dA,\qquad
\delta V=\int\delta n\,dA .
\]

Adding volume at one place thus costs an energy \(\gamma\kappa\) per volume. One atom brings the volume \(\Omega\), so its chemical potential, measured from that of an atom at a flat surface, is

\[
\mu=\Omega\gamma\kappa. \tag{1}
\]

Atoms have a higher potential where the solid is more strongly convex.

### Flux and conservation

A gradient of \(\mu\) exerts an effective force \(-\nabla_s\mu\) on each atom, where \(\nabla_s\) is the gradient along the surface. By the Einstein relation the drift velocity is \(D_s/(k_BT)\) times this force. With \(\nu\) atoms per area, the number of atoms crossing a unit length of surface line per time is

\[
\mathbf J=-\frac{D_s\nu}{k_BT}\nabla_s\mu. \tag{2}
\]

Where the flux converges, atoms accumulate at the rate \(-\nabla_s\!\cdot\mathbf J\) per area. Each adds a volume \(\Omega\), which gives \(v_n=-\Omega\nabla_s\!\cdot\mathbf J\). Inserting (2) and then (1), with uniform coefficients, yields

\[
v_n=B\nabla_s^2\kappa,\qquad
B=\frac{D_s\gamma\Omega^2\nu}{k_BT}. \tag{3}
\]

The two minus signs cancel. The coefficient \(B\) has the dimension length\(^4\)/time, and every growth rate in this section is \(B/R^4\) times a pure number.

### The axisymmetric evolution equation

Let the surface be \(r=r(z,t)\), write subscripts for derivatives, and set \(S=\sqrt{1+r_z^2}\). The outward normal has the components \(n_r=1/S\) and \(n_z=-r_z/S\). The curvature is the divergence of the normal. To evaluate it, extend \(\mathbf n\) off the surface so that it does not depend on the radial coordinate \(\rho\). This is allowed because \(\mathbf n\) remains a unit vector, and the change of a unit vector along itself has no component along itself. Then

\[
\kappa=\left.\frac1\rho\frac{\partial}{\partial\rho}\!\left(\frac{\rho}{S}\right)\right|_{\rho=r}
-\frac{\partial}{\partial z}\!\left(\frac{r_z}{S}\right).
\]

The first term is \(1/(rS)\). In the second, \(S_z=r_zr_{zz}/S\), so that

\[
\frac{\partial}{\partial z}\!\left(\frac{r_z}{S}\right)
=\frac{r_{zz}}{S}-\frac{r_z^2r_{zz}}{S^3}
=\frac{r_{zz}(S^2-r_z^2)}{S^3}=\frac{r_{zz}}{S^3}.
\]

The curvature is therefore

\[
\kappa=\frac{1}{rS}-\frac{r_{zz}}{S^3}. \tag{4}
\]

Now balance the volume of a thin slice. The volume per length is \(\pi r^2\), and atoms cross a circle of circumference \(2\pi r\). Arc length along the profile is \(S\,dz\), so the flux along the profile is \(J=-(D_s\nu\Omega\gamma/k_BT)\,\kappa_z/S\). Conservation gives

\[
\frac{\partial(\pi r^2)}{\partial t}
=-\Omega\frac{\partial(2\pi rJ)}{\partial z}
=2\pi B\frac{\partial}{\partial z}\!\left(\frac rS\kappa_z\right).
\]

The left side is \(2\pi r r_t\). Dividing by \(2\pi r\) leaves

\[
r_t=\frac Br\frac{\partial}{\partial z}\!\left(\frac rS\kappa_z\right). \tag{5}
\]

Equations (4) and (5) hold for finite slopes as long as the profile is a single-valued function of \(z\). For a periodic profile, the flux at the two ends of a period is equal, so the volume in the period is constant.

### Linearization

Insert \(r=R+\varepsilon(t)\cos kz\) and keep first powers of \(\varepsilon\). Since \(r_z^2\) is of second order, \(S=1\) at this order. The two parts of the curvature are

\[
\frac1r\simeq\frac1R-\frac{\varepsilon\cos kz}{R^2},\qquad
-r_{zz}=k^2\varepsilon\cos kz,
\]

and their sum is

\[
\kappa\simeq\frac1R+\left(k^2-\frac1{R^2}\right)\varepsilon\cos kz. \tag{6}
\]

The gradient \(\kappa_z\) is already of first order, so the factor \(r/S\) in (5) may be replaced by \(R\). It cancels the prefactor \(1/R\), and (5) becomes \(r_t=B\kappa_{zz}\). Two derivatives of the cosine give \(-k^2\), hence

\[
\dot\varepsilon\cos kz=-Bk^2\left(k^2-\frac1{R^2}\right)\varepsilon\cos kz .
\]

The amplitude obeys \(\dot\varepsilon=\sigma\varepsilon\), so \(\varepsilon\propto e^{\sigma t}\) with

\[
\boxed{\;\sigma(k)=Bk^2\left(\frac1{R^2}-k^2\right)
=\frac{B}{R^4}\,q^2(1-q^2)\;} \tag{7}
\]

The signs in (6) show the competition. At a neck, where \(\cos kz=-1\), the smaller radius raises the circumferential curvature, while the concave profile along the axis lowers the total. For \(q<1\) the first effect wins. The neck then has the higher potential, atoms leave it, and it becomes thinner. For \(q>1\) the flow fills the neck. In the limit \(q\gg1\) the rate tends to \(-Bk^4\), the smoothing rate of a flat surface.

### The fastest wavelength

Completing the square in \(k^2\) gives

\[
\sigma=\frac{B}{4R^4}-B\left(k^2-\frac1{2R^2}\right)^2. \tag{8}
\]

Expanding the square restores (7), because the constants cancel and the cross term is \(+Bk^2/R^2\). The second term of (8) is never positive and vanishes at \(k^2=1/(2R^2)\). The maximum is therefore at

\[
k_m=\frac1{\sqrt2\,R},\qquad
\boxed{\lambda_m=\frac{2\pi}{k_m}=2\sqrt2\,\pi R\simeq8.886R},\qquad
\sigma_m=\frac{B}{4R^4}. \tag{9}
\]

The threshold \(\sigma=0\) lies at \(q=1\), or \(\lambda=2\pi R\). The fastest wavelength is \(\sqrt2\) times the threshold. Material constants and temperature affect \(\sigma_m\) through \(B\), but they do not enter \(\lambda_m\) in this isotropic model.

### Energy and dissipation

The threshold also follows from energy alone. Write the profile as \(r=\bar R+\varepsilon\cos kz\) and hold its volume at that of the cylinder. The mean of \(r^2\) is \(\bar R^2+\varepsilon^2/2=R^2\), which gives \(\bar R\simeq R-\varepsilon^2/(4R)\). This shift is of second order and so does not alter (7). The mean of \(r_z^2\) is \(k^2\varepsilon^2/2\), and \(S\simeq1+r_z^2/2\). To second order the area per length is

\[
2\pi\left(\bar R+\frac{Rk^2\varepsilon^2}{4}\right)
=2\pi R\left[1+\frac{\varepsilon^2}{4R^2}(q^2-1)\right]. \tag{10}
\]

The area falls for \(q<1\) and rises for \(q>1\).

The growth rate can be recovered from (10) without using (5). The excess energy per length is \(\delta E=\tfrac12\pi R\gamma\varepsilon^2(k^2-1/R^2)\). It varies as \(\varepsilon^2\), so its time derivative is \(2\sigma\,\delta E\). The power lost per area is \(-\mathbf J\cdot\nabla_s\mu=(D_s\nu/k_BT)\mu_z^2\). By (1) and (6), the mean of \(\mu_z^2\) is \(\tfrac12\Omega^2\gamma^2k^2(k^2-1/R^2)^2\varepsilon^2\). Multiplication by the area per length \(2\pi R\) gives

\[
\pi R\gamma\varepsilon^2\sigma\left(k^2-\frac1{R^2}\right)
=-\pi R\gamma\varepsilon^2Bk^2\left(k^2-\frac1{R^2}\right)^2 .
\]

Division by the common factors returns (7). The energy gain favours long waves, but the factor \(k^2\) penalizes them because atoms must travel farther down a weaker gradient. The maximum at \(\lambda_m\) is the compromise between the two.

### Ripples that vary around the circumference

Let \(r=R+h\) with \(h=\varepsilon\cos m\phi\cos kz\) and integer \(m\ge0\). To first order the normal has the components \((1,-h_\phi/\rho,-h_z)\). Its divergence at \(\rho=R+h\) is

\[
\kappa\simeq\frac1R-\frac h{R^2}-\frac{h_{\phi\phi}}{R^2}-h_{zz}
=\frac1R+\frac{q^2+m^2-1}{R^2}\,h .
\]

The surface Laplacian multiplies \(h\) by \(-(q^2+m^2)/R^2\), and \(v_n=h_t\) at this order. Equation (3) then gives

\[
\sigma=\frac B{R^4}(q^2+m^2)(1-q^2-m^2). \tag{11}
\]

For \(m=1\) this is \(-(B/R^4)q^2(1+q^2)\), which is negative except at \(q=0\), where the disturbance is a sideways translation. For \(m\ge2\) the last factor is negative. Growth thus requires \(m=0\) and \(0<q<1\). A general small disturbance is a sum of such modes, and in the linear regime each evolves independently. The axisymmetric wavelength \(\lambda_m\) is therefore the fastest among all small shape changes of the cylinder.

### Finite lengths and simulation boxes

A periodic box of length \(L\) admits \(k=2\pi n/L\) with integer \(n\). Growth of a small ripple requires \(L>2\pi R\), since the longest available wave has \(n=1\). A segment whose ends have zero slope and zero flux admits \(\cos(n\pi z/L)\), hence \(k=n\pi/L\), and growth of a small ripple requires \(L>\pi R\). Both thresholds belong to the linear theory: a ripple whose amplitude is a sizeable fraction of \(R\) can still pinch off in a somewhat shorter box. By (8), the fastest available mode is the one whose \(k^2\) is nearest to \(1/(2R^2)\). A short box can therefore impose a wavelength different from \(\lambda_m\). These end conditions do not describe a wire joined to large pads, where the curvature at the ends drives an additional flux.

## 2. Selection, a worked example and limits

### Symbols and results carried over

The cylinder has radius \(R\), and a ripple has amplitude \(\varepsilon\), wavenumber \(k=2\pi/\lambda\) and \(q=kR\). The material constants are the surface energy \(\gamma\), atomic volume \(\Omega\), surface atom density \(\nu\) and mass-transfer surface diffusivity \(D_s\). With curvature \(\kappa\) positive for a convex solid, the chemical potential is \(\mu=\Omega\gamma\kappa\), and the surface moves at \(v_n=B\nabla_s^2\kappa\), where \(B=D_s\gamma\Omega^2\nu/(k_BT)\). Small axisymmetric ripples grow as \(e^{\sigma t}\), with

\[
\sigma=\frac{B}{R^4}q^2(1-q^2),\qquad
\lambda_m=2\sqrt2\,\pi R,\qquad
\sigma_m=\frac B{4R^4}.
\]

The threshold wavelength is \(2\pi R\).

### How sharply the wavelength is selected

Suppose that all modes start with equal amplitude. The completed square in the growth law can be written \(\sigma/\sigma_m=1-(2q^2-1)^2\). After a time \(t\), let \(N=\sigma_mt\) be the number of e-foldings of the fastest mode. The amplitude of another mode relative to it is

\[
e^{(\sigma-\sigma_m)t}=e^{-N(2q^2-1)^2}.
\]

This ratio equals \(e^{-1/2}\) when \((2q^2-1)^2=1/(2N)\), or

\[
q^2=\frac12\left(1\pm\frac1{\sqrt{2N}}\right). \tag{12}
\]

Both edges exist for \(N>1/2\). The band narrows slowly, as \(N^{-1/2}\), so a wire that breaks after a few e-foldings has no sharply defined spacing in this model.

In the isotropic surface-diffusion model, the fastest-growing small ripple has wavelength \(2\sqrt2\,\pi R\), but it is only the peak of a band that narrows slowly with time. What remains is to put numbers to a copper-like nanowire, follow its nonlinear breakup, and examine the effects of curvature-dependent mobility, anisotropy, interior diffusion and grain boundaries.
